# Variational Monte Carlo for fourteen electrons in a periodic cube: verification in Python

```python
"""Variational Monte Carlo for 14 electrons in a periodic cube (Hartree units).

Result under test: for Psi = D_up D_down exp(J), sampled from |Psi|^2,
  <-1/2 lap(Psi)/Psi> = <1/2 |grad ln Psi|^2> = T0 + 1/2 <|grad J|^2>,
where T0 is the kinetic energy of the filled plane waves.  The middle average
has infinite variance (nodes), so it is evaluated with a tail correction.
J = -sum of u(r) over pairs, u = (1-r/cut)^3 (a + b r) for r < cut = box/2.
Arrays: pos[walker, electron, axis]; inv[walker, spin, orbital, electron] is
the inverse of the Slater matrix.  Electrons 0-6 are up and 7-13 are down.
"""
import itertools
import numpy as np
from scipy.special import erfc
from scipy.constants import physical_constants

rng = np.random.default_rng(7)
N, M, WALKERS = 14, 7, 200
rs = 2.0
box = rs * (4 * np.pi * N / 3) ** (1 / 3)
volume = box ** 3
cut = box / 2
k = 2 * np.pi / box
T0 = 6 * k * k
step = 0.75 * rs
kappa = 4 / box
spin = np.repeat([0, 1], M)
same_spin = spin[:, None] == spin[None, :]

# Reciprocal-space weights of the Ewald sum, indices -4..4 on each axis
idx = np.arange(-4, 5)
g2 = k * k * (idx[:, None, None] ** 2 + idx[:, None] ** 2 + idx ** 2)
g2_safe = np.where(g2 == 0, 1.0, g2)
weight = np.where(g2 == 0, 0.0, 4 * np.pi / volume
                  * np.exp(-g2_safe / (4 * kappa ** 2)) / g2_safe).reshape(81, 9)


def min_image(d):
    return d - box * np.round(d / box)


def distance(d):
    d = min_image(d)
    return np.sqrt((d * d).sum(-1))


def coulomb(pos, charge=None):
    """Ewald energy per cell, with neutralizing background if needed."""
    n = pos.shape[1]
    charge = np.ones(n) if charge is None else charge
    i, j = np.triu_indices(n, 1)
    d = np.abs(min_image(pos[:, i] - pos[:, j]))
    axes = [(d[..., a] ** 2, (box - d[..., a]) ** 2) for a in range(3)]
    r = np.sqrt(np.array([x + y + z for x, y, z in itertools.product(*axes)]))
    real = ((erfc(kappa * r) / r).sum(0) * (charge[i] * charge[j])).sum(1)
    e1 = np.exp(1j * k * pos)
    powers = [e1, e1 * e1, e1 * e1 * e1, (e1 * e1) ** 2]
    waves = np.stack([p.conj() for p in powers[::-1]]
                     + [np.ones_like(e1)] + powers, -1)
    xy = (charge[:, None] * waves[:, :, 0])[..., :, None] * waves[:, :, 1][..., None, :]
    rho = xy.reshape(len(pos), n, 81).swapaxes(1, 2) @ waves[:, :, 2]
    recip = 0.5 * (weight * (rho.real ** 2 + rho.imag ** 2)).sum((1, 2))
    const = (kappa / np.sqrt(np.pi) * (charge ** 2).sum()
             + np.pi * charge.sum() ** 2 / (2 * kappa ** 2 * volume))
    return real + recip - const


def orbitals(r):
    return np.concatenate([np.ones(r.shape[:-1] + (1,)),
                           np.cos(k * r), np.sin(k * r)], -1)


def slater(pos):
    return orbitals(pos).reshape(-1, 2, M, M)


def jastrow(alpha):
    """Pair coefficients a, b; the cusp slopes are 1/2 and 1/4."""
    if alpha is None:
        return np.zeros((N, N)), np.zeros((N, N))
    a = np.where(same_spin, alpha / np.sqrt(2), alpha)
    return a, 3 * a / cut - np.where(same_spin, 0.25, 0.5)


def pair_u(r, a, b):
    t = np.maximum(1 - r / cut, 0)
    return t * t * t * (a + b * r)


def signed_log_psi(pos, jas):
    sign, logdet = np.linalg.slogdet(slater(pos))
    i, j = np.triu_indices(N, 1)
    u = pair_u(distance(pos[:, i] - pos[:, j]), jas[0][i, j], jas[1][i, j])
    return sign.prod(1), logdet.sum(1) - u.sum(1)


def psi_ratio(new, old, jas):
    s1, l1 = signed_log_psi(new, jas)
    s0, l0 = signed_log_psi(old, jas)
    return s1 * s0 * np.exp(l1 - l0)


def move_ratio(pos, inv, jas, i, trial):
    """Row-times-inverse vector, determinant ratio and change of sum u."""
    s, e = divmod(i, M)
    v = (orbitals(trial)[:, None, :] @ inv[:, s])[:, 0]
    r_new = distance(trial[:, None] - pos)
    r_old = distance(pos[:, i][:, None] - pos)
    r_new[:, i] = r_old[:, i] = box
    a, b = jas[0][i], jas[1][i]
    change = (pair_u(r_new, a, b) - pair_u(r_old, a, b)).sum(1)
    return v, v[:, e].copy(), change


def sweep(pos, inv, jas):
    """One attempted move per electron, with Sherman-Morrison updates."""
    accepted = 0
    for i in range(N):
        s, e = divmod(i, M)
        trial = pos[:, i] + step * (2 * rng.random((len(pos), 3)) - 1)
        v, q, change = move_ratio(pos, inv, jas, i, trial)
        accept = rng.random(len(pos)) < q * q * np.exp(-2 * change)
        v[:, e] -= 1
        factor = np.where(accept, 1 / q, 0.0)
        column = inv[:, s, :, e] * factor[:, None]
        inv[:, s] -= column[:, :, None] * v[:, None, :]
        pos[accept, i] = trial[accept]
        accepted += accept.mean() / N
    return accepted


def kinetic_terms(pos, inv, jas):
    """grad ln Psi, |grad J|^2 and the local kinetic energy."""
    a, b = jas
    c, s = np.cos(k * pos), np.sin(k * pos)
    bt = inv.swapaxes(2, 3).reshape(-1, N, M)
    grad_d = k * (c * bt[..., 4:] - s * bt[..., 1:4])
    lap_d = -k * k * (c * bt[..., 1:4] + s * bt[..., 4:]).sum((1, 2))
    d = min_image(pos[:, :, None] - pos[:, None])
    r = np.sqrt((d * d).sum(-1)) + box * np.eye(N)
    t = np.maximum(1 - r / cut, 0)
    p = a + b * r
    du = t * t * (b * t - 3 * p / cut)
    d2u = 6 * t / cut * (p / cut - b * t)
    grad_j = -((du / r)[..., None] * d).sum(2)
    lap_j = -(d2u + 2 * du / r).sum((1, 2))
    grad_j2 = (grad_j ** 2).sum((1, 2))
    cross = (grad_d * grad_j).sum((1, 2))
    local = -0.5 * (lap_d + lap_j + 2 * cross + grad_j2)
    return grad_d + grad_j, grad_j2, local


def run(pos, jas, equilibration, measured):
    """Returns data[sweep, quantity, walker], acceptance, inverse residual."""
    inv = np.linalg.inv(slater(pos))
    data, acc, residual = [], [], 0.0
    for t in range(equilibration + measured):
        acc.append(sweep(pos, inv, jas))
        if t % 32 == 31:
            matrix = slater(pos)
            residual = max(residual, np.abs(matrix @ inv - np.eye(M)).max())
            inv = np.linalg.inv(matrix)
        if t >= equilibration:
            grad, grad_j2, local = kinetic_terms(pos, inv, jas)
            data.append([local, 0.5 * (grad ** 2).sum((1, 2)),
                         T0 + 0.5 * grad_j2, coulomb(pos)])
    return np.array(data), np.mean(acc), residual


def blocked_error(x, block):
    """Error of the mean of x[sweep, walker] from means over `block` sweeps."""
    use = len(x) // block * block
    means = x[:use].reshape(-1, block, x.shape[1]).mean(1)
    return means.std(ddof=1) / np.sqrt(means.size)


# ---- Ewald energy against a direct lattice sum and two exact properties
sites = np.array(list(itertools.product([0, 1], repeat=3)))
ewald_madelung = -coulomb(sites[None] * box / 2,
                          (-1.0) ** sites.sum(1))[0] * box / 8
m = 24
line = np.arange(-m, m + 1)
face = np.where(np.abs(line) == m, 0.5, 1.0) * (-1.0) ** np.abs(line)
radius = np.sqrt((line[:, None, None] ** 2 + line[:, None] ** 2 + line ** 2).astype(float))
radius[m, m, m] = np.inf
direct_madelung = -(face[:, None, None] * face[:, None] * face / radius).sum()
assert abs(ewald_madelung - direct_madelung) < 2e-5

half_xi = coulomb(np.zeros((1, 1, 3)))[0]


def pair_potential(d):
    return coulomb(np.stack([np.zeros_like(d), d], 1)) - 2 * half_xi


shift = np.array([[0.31, 0.17, -0.22]]) * box
grid_mean = pair_potential((shift + sites * box) / 2).mean()
assert abs(grid_mean - pair_potential(shift)[0] / 4) < 1e-6
tiny = 1e-3
assert abs(pair_potential(np.array([[tiny, 0, 0]]))[0] - 1 / tiny - 2 * half_xi) < 1e-5

# ---- Hartree-Fock: explicit exchange sum against sampling without Jastrow
kvecs = k * np.vstack([np.zeros(3), np.eye(3), -np.eye(3)])
exchange = -sum(4 * np.pi / (volume * ((p - q) ** 2).sum())
                for p, q in itertools.permutations(kvecs, 2))
V_hf = N * half_xi + exchange
E_hf = T0 + V_hf
pos = rng.random((WALKERS, N, 3)) * box
hf, hf_acc, hf_res = run(pos, jastrow(None), 40, 64)
V_hf_mc, V_hf_err = hf[:, 3].mean(), blocked_error(hf[:, 3], 64)
assert abs(V_hf_mc - V_hf) < 4 * V_hf_err
assert np.abs(hf[:, 0] - T0).max() < 1e-6

# ---- Short runs choose the Jastrow amplitude
alphas = [0.5, 1.0, 1.5]
scan = []
for alpha in alphas:
    data, _, _ = run(pos, jastrow(alpha), 30, 32)
    energy = data[:, 0] + data[:, 3]
    scan.append((energy.mean(), blocked_error(energy, 32)))
best = alphas[int(np.argmin([e for e, _ in scan]))]
jas = jastrow(best)

# ---- Move ratio, gradient and Laplacian against Psi built from scratch
few = pos[:6].copy()
few_inv = np.linalg.inv(slater(few))
ratio_error = 0.0
for i in (2, 9):
    moved = few.copy()
    moved[:, i] += np.array([0.5, -0.3, 0.4])
    _, q, change = move_ratio(few, few_inv, jas, i, moved[:, i])
    reference = psi_ratio(moved, few, jas)
    ratio_error = max(ratio_error, np.max(np.abs(q * np.exp(-change) - reference)
                                          / (1 + np.abs(reference))))
assert ratio_error < 1e-9
grad, _, local = kinetic_terms(few, few_inv, jas)
h = 1e-3
fd_grad, fd_kin = np.zeros_like(grad), np.zeros(len(few))
for i, a in itertools.product(range(N), range(3)):
    plus, minus = few.copy(), few.copy()
    plus[:, i, a] += h
    minus[:, i, a] -= h
    rp, rm = psi_ratio(plus, few, jas), psi_ratio(minus, few, jas)
    fd_grad[:, i, a] = (rp - rm) / (2 * h)
    fd_kin -= 0.5 * (rp + rm - 2) / h ** 2
fd_kin_error = np.max(np.abs(fd_kin - local) / (1 + np.abs(local)))
fd_grad_error = np.max(np.abs(fd_grad - grad) / (1 + np.abs(grad)))
assert fd_kin_error < 1e-3 and fd_grad_error < 1e-3


# ---- Cusp: local energy stays finite when two electrons meet
def energy_at_contact(partner, r, factor):
    p = few[:1].copy()
    p[0, partner] = p[0, 0] + r * np.array([0.6, 0.48, 0.64])
    return (kinetic_terms(p, np.linalg.inv(slater(p)), factor)[2] + coulomb(p))[0]


contact = [abs(energy_at_contact(j, 1e-4, jas) - energy_at_contact(j, 1e-3, jas))
           for j in (7, 1)]
contact_bare = abs(energy_at_contact(7, 1e-4, jastrow(None))
                   - energy_at_contact(7, 1e-3, jastrow(None)))
assert max(contact) < 1 and contact_bare > 1000


# ---- Node: |grad ln Psi| = 1/d.  The path exchanges two up electrons, so the
# sign of Psi must change somewhere along it.
def exchange_path(t):
    p = few[:1].copy()
    p[0, 0] += t * (few[0, 1] - few[0, 0]) + np.sin(np.pi * t) * np.array([0.7, 0.4, -0.3])
    p[0, 1] += t * (few[0, 0] - few[0, 1])
    return p


low, high = 0.0, 1.0
sign_low = signed_log_psi(exchange_path(low), jas)[0][0]
for _ in range(30):
    mid = (low + high) / 2
    if signed_log_psi(exchange_path(mid), jas)[0][0] == sign_low:
        low = mid
    else:
        high = mid
node = exchange_path(low)
normal = kinetic_terms(node, np.linalg.inv(slater(node)), jas)[0]
normal /= np.sqrt((normal ** 2).sum())
d_node = 1e-3
near = node + d_node * normal
g_near, _, t_near = kinetic_terms(near, np.linalg.inv(slater(near)), jas)
node_product = np.sqrt((g_near ** 2).sum()) * d_node
assert abs(node_product - 1) < 0.05
assert abs(t_near[0]) * d_node ** 2 < 0.05

# ---- Blocking on an autoregressive series whose true error is known
rho_ar, length = 0.8, 256
series = np.empty((length, WALKERS))
series[0] = rng.standard_normal(WALKERS)
for t in range(1, length):
    series[t] = rho_ar * series[t - 1] + np.sqrt(1 - rho_ar ** 2) * rng.standard_normal(WALKERS)
lag = np.arange(1, length)
ar_true = np.sqrt((1 + 2 * ((1 - lag / length) * rho_ar ** lag).sum()) / (length * WALKERS))
ar_blocked, ar_naive = blocked_error(series, 32), blocked_error(series, 1)
assert abs(ar_blocked / ar_true - 1) < 0.15 and ar_naive < 0.5 * ar_true

# ---- Production run
data, acceptance, residual = run(pos, jas, 40, 256)
residual = max(residual, hf_res)
assert residual < 1e-7
t_lap, t_grad, t_bounded, v = (data[:, n] for n in range(4))
e_loc = t_lap + v
BLOCK = 32
E, E_err = e_loc.mean(), blocked_error(e_loc, BLOCK)
blocks = [1, 2, 4, 8, 16, 32, 64]
errors = [blocked_error(e_loc, b) for b in blocks]
walker_error = e_loc.mean(0).std(ddof=1) / np.sqrt(WALKERS)
assert abs(E_err / walker_error - 1) < 0.25
assert E_err > 1.2 * errors[0]
assert E < E_hf - 5 * E_err
sd_hf, sd_sj = (hf[:, 0] + hf[:, 3]).std(), e_loc.std()
assert sd_sj < sd_hf

# Kinetic identities: bounded form, then gradient form with tail correction
diff_bounded = t_lap - t_bounded
diff_b_err = blocked_error(diff_bounded, BLOCK)
assert abs(diff_bounded.mean()) < 4 * diff_b_err
limit = 40 * T0
t_tail = np.where(t_grad > limit, 3 * limit, t_grad)
diff_tail = t_tail - t_lap
diff_t_err = blocked_error(diff_tail, BLOCK)
# the added 2 % of T0 covers corrections to the asymptotic tail law
assert abs(diff_tail.mean()) < 4 * diff_t_err + 0.02 * T0
n10, n40 = int((t_grad > 10 * T0).sum()), int((t_grad > limit).sum())
tail_exponent = np.log(n10 / n40) / np.log(4)
assert 1.1 < tail_exponent < 1.9

# ---- Report
eV = physical_constants["Hartree energy in eV"][0]
print(f"electrons {N}, walkers {WALKERS}, r_s = {rs:.1f} bohr")
print(f"box side L = {box:.5f} bohr, k = {k:.5f} 1/bohr")
print(f"Jastrow cutoff = {cut:.5f} bohr, maximum step per axis = {step:.2f} bohr")
print(f"Madelung constant, Ewald / direct sum: {ewald_madelung:.6f} / {direct_madelung:.6f}")
print(f"self-image constant xi = {2*half_xi:.6f} hartree, xi*L = {2*half_xi*box:.6f}")
print(f"T0 = {T0:.5f} hartree per cell")
print(f"exchange sum = {exchange:.5f} hartree per cell")
print(f"HF potential, exact = {V_hf:.5f} hartree per cell")
print(f"HF potential, sampled = {V_hf_mc:.4f} +- {V_hf_err:.4f} hartree per cell")
print(f"HF total energy = {E_hf:.5f} hartree per cell, {E_hf/N:.6f} per electron")
print(f"HF run acceptance = {hf_acc:.3f}")
for alpha, (e, err) in zip(alphas, scan):
    print(f"scan alpha = {alpha:.1f}: E = {e:.4f} +- {err:.4f} hartree per cell")
print(f"chosen alpha = {best:.1f}")
print(f"b opposite / equal spin = {jas[1][0, 7]:.5f} / {jas[1][0, 1]:.5f} 1/bohr")
print(f"move ratio, largest relative deviation = {ratio_error:.1e}")
print(f"finite-difference deviation, kinetic / gradient = {fd_kin_error:.1e} / {fd_grad_error:.1e}")
print(f"contact energy change, opposite / equal spin = {contact[0]:.4f} / {contact[1]:.4f} hartree")
print(f"contact energy change without Jastrow = {contact_bare:.1f} hartree")
print(f"node: d = {d_node:.0e} bohr, |grad ln Psi|*d = {node_product:.5f}")
print(f"node: local kinetic energy times d = {t_near[0]*d_node:.4f} hartree bohr")
print(f"autoregressive error true / blocked / naive = {ar_true:.5f} / {ar_blocked:.5f} / {ar_naive:.5f}")
print(f"production sweeps = {len(data)}, samples = {e_loc.size}, acceptance = {acceptance:.3f}")
print(f"largest inverse residual = {residual:.1e}")
for b, err in zip(blocks, errors):
    print(f"block length {b:3d} sweeps: error = {err:.5f} hartree per cell")
print(f"error from independent walkers = {walker_error:.5f} hartree per cell")
print(f"statistical inefficiency = {(E_err/errors[0])**2:.2f} sweeps")
print(f"kinetic, Laplacian = {t_lap.mean():.4f} +- {blocked_error(t_lap, BLOCK):.4f} hartree per cell")
print(f"kinetic, bounded = {t_bounded.mean():.4f} +- {blocked_error(t_bounded, BLOCK):.4f} hartree per cell")
print(f"Laplacian minus bounded = {diff_bounded.mean():.4f} +- {diff_b_err:.4f} hartree per cell")
print(f"kinetic, gradient raw mean = {t_grad.mean():.4f} hartree per cell")
print(f"kinetic, gradient tail-corrected = {t_tail.mean():.4f} +- {blocked_error(t_tail, BLOCK):.4f} hartree per cell")
print(f"tail-corrected minus Laplacian = {diff_tail.mean():.4f} +- {diff_t_err:.4f} hartree per cell")
print(f"largest gradient sample = {t_grad.max():.1f} hartree per cell")
print(f"samples above 10 T0 / 40 T0 = {n10} / {n40}, tail exponent = {tail_exponent:.2f}")
print(f"potential = {v.mean():.4f} +- {blocked_error(v, BLOCK):.4f} hartree per cell")
print(f"spread of local energy, HF / Slater-Jastrow = {sd_hf:.4f} / {sd_sj:.4f} hartree")
print(f"total energy = {E:.4f} +- {E_err:.4f} hartree per cell")
print(f"energy per electron = {E/N:.5f} +- {E_err/N:.5f} hartree")
print(f"energy per electron = {E/N*eV:.4f} +- {E_err/N*eV:.4f} eV")
print(f"gain over HF per electron = {(E-E_hf)/N:.5f} +- {E_err/N:.5f} hartree")
print("success")
```

Printed output:

```
electrons 14, walkers 200, r_s = 2.0 bohr
box side L = 7.77026 bohr, k = 0.80862 1/bohr
Jastrow cutoff = 3.88513 bohr, maximum step per axis = 1.50 bohr
Madelung constant, Ewald / direct sum: 1.747565 / 1.747565
self-image constant xi = -0.365148 hartree, xi*L = -2.837298
T0 = 3.92320 hartree per cell
exchange sum = -1.04461 hartree per cell
HF potential, exact = -3.60065 hartree per cell
HF potential, sampled = -3.6100 +- 0.0155 hartree per cell
HF total energy = 0.32255 hartree per cell, 0.023039 per electron
HF run acceptance = 0.637
scan alpha = 0.5: E = 0.0903 +- 0.0130 hartree per cell
scan alpha = 1.0: E = 0.0250 +- 0.0112 hartree per cell
scan alpha = 1.5: E = 0.3279 +- 0.0248 hartree per cell
chosen alpha = 1.0
b opposite / equal spin = 0.27217 / 0.29601 1/bohr
move ratio, largest relative deviation = 1.0e-15
finite-difference deviation, kinetic / gradient = 1.5e-07 / 2.0e-07
contact energy change, opposite / equal spin = 0.0007 / 0.0006 hartree
contact energy change without Jastrow = 9000.0 hartree
node: d = 1e-03 bohr, |grad ln Psi|*d = 0.99998
node: local kinetic energy times d = 0.0280 hartree bohr
autoregressive error true / blocked / naive = 0.01314 / 0.01197 / 0.00436
production sweeps = 256, samples = 51200, acceptance = 0.592
largest inverse residual = 1.4e-14
block length   1 sweeps: error = 0.00290 hartree per cell
block length   2 sweeps: error = 0.00327 hartree per cell
block length   4 sweeps: error = 0.00360 hartree per cell
block length   8 sweeps: error = 0.00381 hartree per cell
block length  16 sweeps: error = 0.00396 hartree per cell
block length  32 sweeps: error = 0.00398 hartree per cell
block length  64 sweeps: error = 0.00399 hartree per cell
error from independent walkers = 0.00406 hartree per cell
statistical inefficiency = 1.88 sweeps
kinetic, Laplacian = 4.3972 +- 0.0068 hartree per cell
kinetic, bounded = 4.3997 +- 0.0012 hartree per cell
Laplacian minus bounded = -0.0025 +- 0.0078 hartree per cell
kinetic, gradient raw mean = 4.4611 hartree per cell
kinetic, gradient tail-corrected = 4.3874 +- 0.0540 hartree per cell
tail-corrected minus Laplacian = -0.0097 +- 0.0555 hartree per cell
largest gradient sample = 3788.9 hartree per cell
samples above 10 T0 / 40 T0 = 215 / 26, tail exponent = 1.52
potential = -4.3668 +- 0.0049 hartree per cell
spread of local energy, HF / Slater-Jastrow = 1.0401 / 0.6569 hartree
total energy = 0.0304 +- 0.0040 hartree per cell
energy per electron = 0.00217 +- 0.00028 hartree
energy per electron = 0.0590 +- 0.0077 eV
gain over HF per electron = -0.02087 +- 0.00028 hartree
success
```
